# Tunnelling electroresistance from polarization-dependent barriers and its growth with thickness

## The decision

Suppose the two barrier heights of a ferroelectric tunnel junction, one for each polarization direction, have been calculated for a single film thickness, and the ratio of the two resistances is wanted at other thicknesses. May the heights be kept and only the thickness changed, or must the electrostatics be solved again for every film?

If the heights really are independent of thickness, the logarithm of the conductance ratio is proportional to thickness in the simplest WKB treatment, and one calculation serves for all films. If incomplete screening makes the heights depend on thickness, keeping them gives a wrong ratio. Both cases are worked out below.

## Model and conventions

A film occupies $0<x<d$ between metal electrode 1 on the left and electrode 2 on the right. Hartree atomic units are used. Energies are measured from the Fermi level, $m$ is the effective mass in the barrier, and $U(x)>0$ is the barrier energy. Transport is coherent and elastic, at low bias and zero temperature. Image forces, traps, and changes of $d$ or $m$ on switching are left out. The barrier is described by a single parabolic band, which is reliable only when $U$ is small compared with the band gap $E_g$. Deeper in the gap the decay constant rises more slowly with $U$, for example as $\kappa^2=2mU(1-U/E_g)$ in a two-band model, and it falls again once the Fermi level lies below midgap, where the higher barrier conducts better. Proportionality of the WKB exponent to $d$ at fixed heights survives this change; the numerical slopes below do not.

The state with the higher mean barrier is called off, the other on. With conductances $G_{\rm on}$ and $G_{\rm off}$,

$$R=\frac{G_{\rm on}}{G_{\rm off}},\qquad \mathrm{TER}=\frac{G_{\rm on}-G_{\rm off}}{G_{\rm off}}=R-1 .$$

## The WKB exponent

At the Fermi level and normal incidence the Schrödinger equation in the barrier is

$$\psi''=\kappa^2(x)\,\psi,\qquad \kappa(x)=\sqrt{2mU(x)} .$$

Write $\psi=e^{S}$. Then $\psi''=(S''+S'^2)\psi$, so $S'^2+S''=\kappa^2$. If $\kappa$ varies slowly, $S''$ is small and $S'=\pm\kappa$. The neglected term is then $|S''|=|\kappa'|$, so the condition is $|\kappa'|\ll\kappa^2$. The decaying solution loses a factor $\exp(-\int_0^d\kappa\,dx)$ in amplitude, and its square gives

$$T\simeq\exp\left(-2\int_0^d\kappa\,dx\right).$$

This keeps the exponential and drops a prefactor, which is examined below. It requires an opaque barrier, $\kappa d\gg1$.

Let the barrier be linear in $x$, with decay constants $\kappa_1$ and $\kappa_2$ at its ends. Since $\kappa^2$ is proportional to $U$, it is linear too:

$$\kappa^2=\kappa_1^2+(\kappa_2^2-\kappa_1^2)\frac{x}{d},\qquad dx=\frac{2d\,\kappa\,d\kappa}{\kappa_2^2-\kappa_1^2}.$$

Therefore

$$\int_0^d\kappa\,dx=\frac{2d}{\kappa_2^2-\kappa_1^2}\int_{\kappa_1}^{\kappa_2}\kappa^2d\kappa
=\frac{2d}{3}\,\frac{\kappa_2^3-\kappa_1^3}{\kappa_2^2-\kappa_1^2}.$$

Cancelling the common factor $\kappa_2-\kappa_1$ leaves

$$\int_0^d\kappa\,dx=d\,\bar\kappa,\qquad
\bar\kappa=\frac23\,\frac{\kappa_1^2+\kappa_1\kappa_2+\kappa_2^2}{\kappa_1+\kappa_2}.$$

For equal ends $\bar\kappa=\kappa_1$, as it must. The average $\bar\kappa$ contains the end heights but not $d$. With fixed end heights the exponent is thus proportional to thickness.

## The electroresistance

The ratio of the two transmissions is

$$R=e^{2d(\bar\kappa_{\rm off}-\bar\kappa_{\rm on})},\qquad
\mathrm{TER}=e^{2d(\bar\kappa_{\rm off}-\bar\kappa_{\rm on})}-1 .$$

Take rectangular barriers of heights $\phi_{\rm off}=\phi_0+\Delta/2$ and $\phi_{\rm on}=\phi_0-\Delta/2$, and put $y=\Delta/(2\phi_0)$. Then

$$\kappa_{\rm off}-\kappa_{\rm on}=\sqrt{2m\phi_0}\left(\sqrt{1+y}-\sqrt{1-y}\right)
=\sqrt{2m\phi_0}\left(y+\frac{y^3}{8}+\dots\right),$$

because the even powers cancel. Multiplication by $2d$ gives

$$\ln R= d\,\Delta\sqrt{\frac{2m}{\phi_0}}\left(1+\frac{\Delta^2}{32\phi_0^2}+\dots\right).$$

There are two regimes. When $\ln R\ll1$, $\mathrm{TER}\simeq\ln R$ is linear in $d$. Since $\ln R\simeq\kappa d\,\Delta/\phi_0$ with $\kappa=\sqrt{2m\phi_0}$, an opaque barrier can be in this regime only if $\Delta\ll\phi_0$. When $\ln R\gg1$, the $-1$ is negligible and TER itself grows exponentially.

A fixed difference $\Delta$ is not sufficient, since $\phi_0$ also appears. If $\phi_0$ rose as $d^2$ at constant $\Delta$, the leading term of $\ln R$ would not grow at all. Fixing both heights is sufficient for the exponential law.

## A numerical case

Take the round values $m=0.5$, $\phi_0=0.040$ hartree (1.09 eV) and $\Delta=0.008$ hartree (0.22 eV). The heights are $0.036$ and $0.044$ hartree. As $2m=1$,

$$\kappa_{\rm on}=\sqrt{0.036}=0.1897,\qquad \kappa_{\rm off}=\sqrt{0.044}=0.2098\ \text{bohr}^{-1}.$$

The slope of $\ln R$ is $2(\kappa_{\rm off}-\kappa_{\rm on})=0.04005$ bohr$^{-1}$. The leading formula gives $0.008\sqrt{1/0.040}=0.04000$ bohr$^{-1}$, and the relative correction $\Delta^2/(32\phi_0^2)=0.00125$ accounts for the difference.

For $d=60$ bohr, $\ln R=2.40$, hence $R=11.1$ and TER is 10.1. One decade in $R$ requires

$$d_{10}=\frac{\ln10}{0.04005}=57.5\ \text{bohr}=3.04\ \text{nm}.$$

This gain has a price in read current. Over $d_{10}$ the on-state transmission falls by

$$\frac{2\kappa_{\rm on}d_{10}}{\ln10}=\frac{\kappa_{\rm on}}{\kappa_{\rm off}-\kappa_{\rm on}}\simeq9.5$$

decades. The ratio improves because the off current falls slightly faster than an on current that is itself collapsing.

## What the dropped prefactor does

For a rectangular barrier the prefactor can be found by matching. Let the mass be the same everywhere, and let $k$ be the electrode wave number normal to the film. Start from a transmitted wave $e^{ik(x-d)}$ and write, inside the film,

$$\psi=A e^{-\kappa(x-d)}+B e^{\kappa(x-d)} .$$

Continuity of $\psi$ and $\psi'$ at $x=d$ requires $A+B=1$ and $-\kappa A+\kappa B=ik$, so $A=\tfrac12(1-ik/\kappa)$ and $B=\tfrac12(1+ik/\kappa)$. At $x=0$ the $A$ term is larger than the $B$ term by $e^{2\kappa d}$ in magnitude. Keeping it alone,

$$\psi(0)=Ae^{\kappa d},\qquad \psi'(0)=-\kappa Ae^{\kappa d}.$$

In electrode 1, $\psi=I e^{ikx}+re^{-ikx}$, so the incoming amplitude is

$$I=\frac12\left[\psi(0)+\frac{\psi'(0)}{ik}\right]=\frac{A e^{\kappa d}}2\left(1+\frac{i\kappa}{k}\right).$$

Both wave numbers outside are equal, so $T=1/|I|^2$. Using $|A|^2=(k^2+\kappa^2)/(4\kappa^2)$,

$$T=\frac{16k^2\kappa^2}{(k^2+\kappa^2)^2}\,e^{-2\kappa d}.$$

The prefactor does not contain $d$. It rescales $R$ but leaves the slope of $\ln R$ unchanged for an opaque rectangular barrier.

With an electrode Fermi energy of $0.20$ hartree, $k^2=0.20$. The prefactors are $2.07$ (on) and $2.37$ (off), with ratio $0.875$. WKB without them therefore overestimates $R$ at normal incidence by about 14% of the full value. A numerical solution of the Schrödinger equation reproduces the slope $0.04005$ bohr$^{-1}$.

## Electrons at oblique incidence

A planar junction conserves transverse momentum $k_\parallel$. For an electron at the Fermi level, $0=U+(k_\parallel^2-\kappa^2)/(2m)$ in the barrier, so $\kappa^2$ is replaced by $\kappa^2+k_\parallel^2$. The conductance quantum with spin, $2e^2/h$, equals $1/\pi$ in atomic units. For a rectangular barrier of area $\mathcal A$,

$$\frac{G}{\mathcal A}=\frac1\pi\int\frac{d^2k_\parallel}{(2\pi)^2}\,e^{-2d\sqrt{\kappa^2+k_\parallel^2}} .$$

The electrode supplies $k_\parallel$ up to its Fermi wave number $k_F$. Extending the integral to infinity is harmless when $2d(\sqrt{\kappa^2+k_F^2}-\kappa)\gg1$. With $q^2=\kappa^2+k_\parallel^2$ and $q\,dq=k_\parallel dk_\parallel$,

$$\frac{G}{\mathcal A}=\frac1{2\pi^2}\int_\kappa^\infty q\,e^{-2dq}dq
=\frac1{2\pi^2}\left(\frac{\kappa}{2d}+\frac1{4d^2}\right)e^{-2\kappa d}
=\frac{(1+2\kappa d)\,e^{-2\kappa d}}{8\pi^2d^2}.$$

The ratio is consequently

$$R=e^{2d(\kappa_{\rm off}-\kappa_{\rm on})}\,\frac{1+2\kappa_{\rm on}d}{1+2\kappa_{\rm off}d}.$$

To see whether it still grows, differentiate the logarithm. The fraction contributes

$$\frac{2\kappa_{\rm on}}{1+2\kappa_{\rm on}d}-\frac{2\kappa_{\rm off}}{1+2\kappa_{\rm off}d}
=-\frac{2(\kappa_{\rm off}-\kappa_{\rm on})}{(1+2\kappa_{\rm on}d)(1+2\kappa_{\rm off}d)},$$

since the terms proportional to $\kappa_{\rm on}\kappa_{\rm off}d$ cancel in the numerator. Hence

$$\frac{d\ln R}{dd}=2(\kappa_{\rm off}-\kappa_{\rm on})\left[1-\frac1{(1+2\kappa_{\rm on}d)(1+2\kappa_{\rm off}d)}\right]>0 .$$

Within this formula $R$ grows monotonically, and its logarithmic slope tends to the normal-incidence value. The fraction tends to the constant $\kappa_{\rm on}/\kappa_{\rm off}$.

At $d=60$ bohr the fraction is $23.8/26.2=0.908$, which lowers TER from 10.1 to 9.0. The conductances per area are $9.4\times10^2$ and $94$ S/m$^2$. These WKB values omit the matching prefactor; with it included for every $k_\parallel$ they become $2.1\times10^3$ and $2.4\times10^2$ S/m$^2$. A contact of 100 nm by 100 nm, with area $10^{-14}$ m$^2$, thus has an on conductance of about $2\times10^{-11}$ S ($9\times10^{-12}$ S without the prefactor).

A full scattering calculation, including the prefactor for every $k_\parallel$, gives TER 7.9 at this thickness. Between 80 and 100 bohr its slope is $0.0399$ bohr$^{-1}$, against $0.0400$ from the summed WKB formula. The absolute ratio is more sensitive to the model than the growth rate is.

## Where the two heights come from

Let the polarization $P$ point from electrode 1 to electrode 2. It leaves bound charge $-P$ per area on the film's left face and $+P$ on its right face. The electrodes answer with screening charges $+\sigma$ and $-\sigma$. In linear Thomas–Fermi screening the field in electrode $i$ decays over a length $\delta_i$ from its interface value $4\pi\sigma/\varepsilon_i$, where $\varepsilon_i$ is the relative permittivity. The potential drop in that electrode is the integral of this field, $4\pi\sigma\lambda_i$, with $\lambda_i=\delta_i/\varepsilon_i$.

Both fields point towards electrode 2, so the potential falls from the interior of electrode 1 to the first interface, and from the second interface to the interior of electrode 2. An electron has charge $-1$, so its energy is raised at the first interface and lowered at the second. If both contacts have the same barrier height $\phi_0$ at zero polarization, the end heights are

$$\phi_1=\phi_0+4\pi\sigma\lambda_1,\qquad \phi_2=\phi_0-4\pi\sigma\lambda_2 .$$

Reversing $P$ reverses $\sigma$ and both shifts. The mean heights of the two states then differ by

$$\Delta=4\pi\sigma(\lambda_1-\lambda_2).$$

For $\lambda_1>\lambda_2$, polarization towards electrode 2 is the off state. Identical electrodes give $\Delta=0$: the two profiles are mirror images with equal WKB integrals, so TER vanishes although the barrier tilts. The scattering solution confirms this at normal incidence.

The charge $\sigma$ follows from the short-circuit condition. In the film, with background relative permittivity $\varepsilon_f$, continuity of the displacement gives the field $4\pi(\sigma-P)/\varepsilon_f$. The potential drops must add to zero:

$$4\pi\sigma\lambda_1+\frac{4\pi(\sigma-P)d}{\varepsilon_f}+4\pi\sigma\lambda_2=0 .$$

Multiplying by $\varepsilon_f/(4\pi)$ and collecting $\sigma$,

$$\sigma=P\,\frac{d}{d+d_s},\qquad d_s=\varepsilon_f(\lambda_1+\lambda_2).$$

At fixed $P$, the height difference is therefore constant only in the limit $d\gg d_s$, where it reaches $\Delta_\infty=4\pi P(\lambda_1-\lambda_2)$.

## Growth when screening is incomplete

Inserting $\Delta=\Delta_\infty d/(d+d_s)$ in the leading formula for $\ln R$ gives

$$\ln R\simeq c\,\frac{d^2}{d+d_s},\qquad c=\Delta_\infty\sqrt{\frac{2m}{\phi_0}} .$$

This uses mean heights and neglects the tilt. To estimate the error, let the end heights differ by $w$. Averaging the square root over a linear profile of mean $\phi$ gives $\bar\kappa\simeq\sqrt{2m\phi}\,[1-w^2/(96\phi^2)]$, as the mean square deviation is $w^2/12$. Differentiation with respect to $\phi$ shows that the tilt multiplies the response to a small height difference by $1+w^2/(32\phi_0^2)$.

For thin films, $d\ll d_s$, $\ln R\simeq cd^2/d_s$, provided $\kappa d\gg1$ still holds. Both conditions can be met only if $\kappa d_s\gg1$. In the example below $\kappa d_s\simeq0.2\times12=2.4$, so this regime is absent there. For thick films, use $d^2/(d+d_s)=d-d_s+d_s^2/(d+d_s)$ to obtain

$$R\simeq e^{-cd_s}\,e^{cd}.$$

The exponential growth survives with its saturated slope, but $R$ is reduced by a constant factor. The local slope is

$$\frac{d\ln R}{dd}\simeq c\,\frac{d(d+2d_s)}{(d+d_s)^2}=c\left[1-\frac{d_s^2}{(d+d_s)^2}\right].$$

It approaches $c$ faster than $\Delta$ approaches $\Delta_\infty$, because its deficit is quadratic in $d_s/(d+d_s)$.

Take $\lambda_1=0.3$ bohr, $\lambda_2=0.1$ bohr, $\varepsilon_f=30$ and $P=0.00318$ atomic units (0.18 C/m$^2$). Then $\Delta_\infty=0.008$ hartree and $d_s=30\times0.4=12$ bohr. These values of $\lambda_i$ are chosen for illustration and are not derived from the free-electron electrodes of the scattering calculation, which would screen less well. The saturated end heights are $0.052$ and $0.036$ hartree (off), and $0.028$ and $0.044$ hartree (on). Here $w=0.016$ hartree, so the tilt raises the slope by about 0.5%. The WKB slope for these profiles is $0.04026$ bohr$^{-1}$, and the scattering solution gives $0.04024$ bohr$^{-1}$ between 80 and 100 bohr.

At $d=60$ bohr, $\sigma/P=60/72=0.833$. The shifts are $+0.0100$ and $-0.0033$ hartree, in agreement with a numerical Poisson–Thomas–Fermi solution, and $\Delta=0.0067$ hartree. The estimate $\ln R=0.040\times3600/72=2.0$ gives TER 6.4; the WKB integral over the tilted profiles gives 6.5. The rectangular barriers with the saturated difference $\Delta_\infty$ gave 10.1. For thick films the reduction factor of $R$ is $0.61$, close to $e^{-0.48}=0.62$.

## Using the result

Suppose the difference $0.00667$ hartree, found at 60 bohr, were kept for a film of 100 bohr. The leading formula, with $\sqrt{2m/\phi_0}=5$, would give $\ln R=0.00667\times5\times100\simeq3.33$ and TER about 27. With the screening recalculated, normal-incidence WKB gives 35. Here the heights may not be carried over unchanged. It suffices to update $\sigma$ through $d_s$, as long as $P$, $\phi_0$, the screening lengths and the permittivities stay the same. A constant $P$ is a strong assumption in thin films. The field $4\pi(P-\sigma)/\varepsilon_f$ opposes the polarization and amounts to $1.1\times10^8$ V/m at 60 bohr and $2.6\times10^8$ V/m at 20 bohr. If it reduces $P$ noticeably, $P$ must be recalculated too. In a quartic Landau double well with soft-mode susceptibility $\chi$ at the unperturbed value $P_0$, this field gives $P^2=P_0^2\,[1-2\chi d_s/(\varepsilon_f(d+d_s))]$. A value $\chi=20$ lowers $P$ by 12% at 60 bohr and by 29% at 20 bohr, and $\chi=100$ removes it at 60 bohr.

The same formulas help in reading a set of conductance ratios. In the leading formula at 60 bohr, $\ln R/d$ lies below $c$ by the fraction $12/72$, or 17%, while the local slope lies below it by $(12/72)^2$, or 3%. For the electrode Fermi energy of $0.20$ hartree used above, the prefactor and the sum over transverse momentum lower $\ln R/d$ further, but have little effect on the slope in thick films. With electrodes of much lower Fermi energy the shift of $\ln R/d$ can have the opposite sign. Within this model, the slope between thick films gives the better estimate of $\Delta_\infty$. Converting a measured slope to $\Delta_\infty$ requires the true $\kappa(U)$ of the film: for the rectangular barriers above, the two-band form lowers the slope from $0.040$ to $0.028$ bohr$^{-1}$ for a gap of 5.7 eV and to $0.016$ bohr$^{-1}$ for a gap of 3.2 eV.

The growth can also be ended by another current that flows in parallel. For a conductance $G_p$ that does not depend on polarization,

$$\mathrm{TER}=\frac{G_{\rm on}-G_{\rm off}}{G_{\rm off}+G_p}.$$

Once $G_p\gg G_{\rm on}$, this is at most $G_{\rm on}/G_p$. If $G_p$ falls more slowly with thickness than the on-state tunnelling conductance, TER tends to zero in thick films. The growth stops earlier, while tunnelling still carries nearly all of the on current. For constant $G_p$, $R\gg1$ and $G\propto e^{-2\kappa d}$, setting the derivative of $\ln[G_{\rm on}/(G_{\rm off}+G_p)]$ to zero puts the maximum at $G_p/G_{\rm off}=\kappa_{\rm off}/\kappa_{\rm on}-1$, which is about 0.11 for the rectangular barriers above.

Temperature sets another limit. Electrons thermally excited over the on-state barrier carry a factor $e^{-\phi_{\rm on}/k_BT}$, which equals $e^{-2\kappa_{\rm on}d}$ at $d=\phi_{\rm on}/(2\kappa_{\rm on}k_BT)$. For the rectangular barrier at 300 K, where $k_BT=0.00095$ hartree, this is about 100 bohr. This estimate compares exponents only, and thermally assisted tunnelling acts earlier: at 80 bohr and 300 K it raises the scattering conductances by 28% (on) and 22% (off), and $R$ by about 5%, so the slope of $\ln R$ is also a few percent larger than at zero temperature. The on state is affected first, so $R$ departs upwards from the zero-temperature law, which should not be extended to thicker films at room temperature.

The exponential law therefore belongs to a window: films thick enough for an opaque barrier and nearly saturated screening, yet thin enough for direct tunnelling to carry the current in both states, the off state included. The main values used here are collected in the numerical output.

## Numbers as computed

```
barrier mass m = 0.50 electron masses
mean height phi0 = 0.040 hartree = 1.088 eV
height difference = 0.008 hartree = 0.218 eV
phi_on, phi_off = 0.036, 0.044 hartree
electrode Fermi energy = 0.20 hartree
kappa_on, kappa_off = 0.18974, 0.20976 1/bohr
slope of ln R, WKB = 0.04005 1/bohr
slope of ln R, small-difference form = 0.04000 1/bohr
relative correction delta^2/(32 phi0^2) = 0.00125
slope of ln R, exact rectangular = 0.04005 1/bohr
thickness per decade of R = 57.49 bohr = 3.042 nm
on-state decades lost per decade of R = 9.47
matching factors on, off = 2.0684, 2.3650
ratio of matching factors on/off = 0.8746
slope 80-100 bohr, momentum-summed WKB = 0.04002 1/bohr
slope 80-100 bohr, full scattering = 0.03994 1/bohr
WKB G/A on, d=60 bohr = 1.082e-14 a.u. = 9.403e+02 S/m^2
WKB G/A off, d=60 bohr = 1.077e-15 a.u. = 9.364e+01 S/m^2
TER (no unit): normal WKB | summed WKB | full scattering | screened WKB
d=   20 bohr (1.06 nm):    1.228 |    1.038 |    0.844 |    0.651
d=   40 bohr (2.12 nm):    3.963 |    3.516 |    3.015 |    2.440
d=   60 bohr (3.18 nm):   10.056 |    9.041 |    7.876 |    6.455
d=   80 bohr (4.23 nm):   23.631 |   21.348 |   18.700 |   15.380
d=  100 bohr (5.29 nm):   53.873 |   48.756 |   42.791 |   35.220
lambda1, lambda2 = 0.3, 0.1 bohr; eps_f = 30
polarization P = 0.003183 e/bohr^2 = 0.182 C/m^2
screening thickness d_s = 12.0 bohr
saturated off end heights = 0.052, 0.036 hartree
saturated on end heights = 0.028, 0.044 hartree
slope of ln R, tilted WKB = 0.04026 1/bohr
slope of ln R, tilted exact 80-100 bohr = 0.04024 1/bohr
shifts at d=60 bohr, formula = 0.01000, -0.00333 hartree
shifts at d=60 bohr, Poisson = 0.01000, -0.00333 hartree
height difference at d=60 bohr, screened = 0.00667 hartree
large-d reduction factor of R by screening = 0.6134
estimate exp(-c d_s) = 0.6188
identical electrodes, exact |R-1| below 1e-5: True
```
